# Dielectric relaxation time and the explicit picosecond timestep

**Data for all parts.** A uniform n-type bar, 1000 nm long, has electron density \(n=10^{17}\ \mathrm{cm^{-3}}\), electron mobility \(\mu=1000\ \mathrm{cm^2/Vs}\) and relative permittivity \(\varepsilon_r=9\). The temperature is 300 K. The donors are fixed, with density \(N\) equal to the equilibrium electron density. Holes are absent, no bias is applied, and no current passes the ends. The elementary charge is \(q>0\), and \(\varepsilon=\varepsilon_0\varepsilon_r\).

A device simulator is to advance the electron density in steps of \(\Delta t=1\) ps, using the electric field from the start of each step.

## Part (a)

**Question.** Derive the rate at which a small departure from neutrality decays in the drift-diffusion model. Identify the dielectric relaxation time and state when diffusion may be neglected.

**Model answer.** Gauss's law for the field \(E\) and the continuity equation for electrons are

\[
\frac{\partial E}{\partial x}=\frac{q(N-n)}{\varepsilon},\qquad
\frac{\partial n}{\partial t}=\frac{\partial}{\partial x}\left(\mu nE+D\frac{\partial n}{\partial x}\right).
\]

The bracket is the electric current density divided by \(q\). Its sign is positive in the continuity equation because electrons carry negative charge: their particle flux is opposite to their current.

Write \(n=N+\delta\) with \(|\delta|\ll N\). The equilibrium field is zero, so \(E\) is itself of first order in \(\delta\). In \(\mu nE=\mu NE+\mu\delta E\) the last term is of second order and is dropped. Gauss's law becomes \(\partial E/\partial x=-q\delta/\varepsilon\), and therefore

\[
\frac{\partial\delta}{\partial t}
=\mu N\frac{\partial E}{\partial x}+D\frac{\partial^2\delta}{\partial x^2}
=-\frac{\delta}{\tau}+D\frac{\partial^2\delta}{\partial x^2},
\qquad
\tau=\frac{\varepsilon}{qN\mu}.
\]

The minus sign expresses the restoring action: excess electrons create a field that drives electrons away from them.

For \(\delta\propto\cos kx\), the second derivative gives \(-k^2\delta\). The decay rate is

\[
\Gamma(k)=\frac1\tau+Dk^2=\frac{1+k^2L_D^2}{\tau},\qquad L_D=\sqrt{D\tau}.
\]

Diffusion is negligible when \(kL_D\ll1\), that is, when the disturbance is long compared with the Debye length \(L_D\). The rate then no longer depends on the size of the disturbed region.

## Part (b)

**Question.** Calculate \(\tau\). Use the Einstein relation to check that diffusion is negligible for the longest disturbance in the bar.

**Model answer.** In centimetre units the conductivity and permittivity are

\[
\sigma=qN\mu=(1.6022\times10^{-19})(10^{17})(1000)=16.02\ \mathrm{S/cm},
\]
\[
\varepsilon=7.969\times10^{-13}\ \mathrm{F/cm}.
\]

Since a farad divided by a siemens is a second,

\[
\tau=\frac{7.969\times10^{-13}}{16.02}\ \mathrm{s}=4.97\times10^{-14}\ \mathrm{s}=49.7\ \mathrm{fs}.
\]

The Einstein relation \(D=\mu k_BT/q\) gives \(D=25.85\ \mathrm{cm^2/s}\), and hence \(L_D=11.3\) nm. With closed ends, the longest neutral disturbance is half a cosine wave, so \(k=\pi/L\) with \(L=1000\) nm. Then \(kL_D=0.036\) and \(k^2L_D^2=0.0013\). Diffusion shortens the decay time by about 0.1%.

This was tested on the nonlinear equations, discretised on a mesh of 100 cells. The rates of small disturbances were found by numerical differentiation and diagonalisation. The slowest decay time was 49.67 fs, in agreement with \(\tau/(1+k^2L_D^2)\).

## Part (c)

**Question.** Apply forward Euler to a long-wave disturbance. Find the conditions for stability and for decay without change of sign, and assess the 1 ps step. How accurate is a step of \(\tau/10\)?

**Model answer.** With \(\dot\delta=-\delta/\tau\) evaluated at the old time,

\[
\delta^{m+1}=\delta^m-\frac{\Delta t}{\tau}\delta^m=g\,\delta^m,\qquad g=1-\frac{\Delta t}{\tau}.
\]

The disturbance decays if \(|g|<1\), which means \(-1<1-\Delta t/\tau<1\). The right-hand inequality holds for any positive step. The left-hand one gives

\[
\Delta t<2\tau=99.5\ \mathrm{fs}.
\]

For \(\tau<\Delta t<2\tau\) the factor \(g\) is negative, so the charge changes sign at each step while it shrinks. Decay without change of sign requires \(\Delta t\le\tau\).

For the proposed step,

\[
\frac{\Delta t}{\tau}=\frac{1000}{49.74}=20.1,\qquad g=1-20.1=-19.1.
\]

The model's own solution would fall by the factor \(e^{-20.1}\) in this time. The numerical solution instead grows nineteenfold and reverses sign. The old field is allowed to move charge for twenty relaxation times, although the first of them would already have removed most of that field. The 1 ps explicit step is therefore unusable here.

Stability does not guarantee accuracy. Let \(a=\Delta t/\tau\). After one relaxation time, \(1/a\) steps have been taken, and the remaining fraction is

\[
(1-a)^{1/a}=\exp\left[\frac{\ln(1-a)}{a}\right]
\simeq\exp\left(-1-\frac a2\right)\simeq e^{-1}\left(1-\frac a2\right).
\]

The relative error is about \(-a/2\), or \(-5\%\) for \(a=0.1\). A run for the longest disturbance in the bar left 0.348 of it after a time \(\tau\), against 0.367 for exact time integration, an error of \(-5.2\%\) relative to the latter.

To cover 1 ns takes 1000 steps of 1 ps, but more than 10,000 steps at the stability limit and about 200,000 at \(\tau/10\).

## Part (d)

**Question.** Diffusion is also treated explicitly, on a uniform mesh of spacing \(h=10\) nm. Find the new stability limit.

**Model answer.** On the mesh, the second derivative of \(\cos kx\) is replaced by

\[
\frac{\cos k(x+h)-2\cos kx+\cos k(x-h)}{h^2}
=\frac{2(\cos kh-1)}{h^2}\cos kx
=-K\cos kx,
\]

where

\[
K=\frac{4}{h^2}\sin^2\frac{kh}{2}\le\frac4{h^2}.
\]

The drift part keeps its rate \(1/\tau\) if the field is stored on cell faces, because Gauss's law then fixes the difference between the two face fields of a cell directly from its charge. Forward Euler gives \(g=1-\Delta t(1/\tau+DK)\). The fastest disturbances, which alternate from cell to cell, have \(K\) close to \(4/h^2\). Stability of all disturbances is ensured by

\[
\Delta t<\frac{2}{1/\tau+4D/h^2}
=\frac{2\tau}{1+4L_D^2/h^2}
=\frac{99.5\ \mathrm{fs}}{1+4(1.134)^2}=16.2\ \mathrm{fs}.
\]

For \(h\gg2L_D\) this returns to \(2\tau\). For \(h\ll2L_D\) it becomes \(h^2/(2D)\), the limit of pure diffusion, and halving the spacing then divides the permitted step by four.

The nonlinear equations were run for 100 steps from a random neutral disturbance of relative size about \(10^{-6}\). At 0.95 of the limit its overall size was multiplied by \(3.0\times10^{-6}\); at 1.05 of the limit it was multiplied by \(1.6\times10^{3}\).

## Part (e)

**Question.** The continuity equation is now solved implicitly for the new density, but still with the old field. Does this make the 1 ps step acceptable? What changes if density and field are solved together at the new time?

**Model answer.** With the old field, the linearised step is

\[
\frac{\delta^{m+1}-\delta^m}{\Delta t}=-\frac{\delta^m}{\tau}-DK\delta^{m+1}.
\]

The drift term contains \(\delta^m\) because it comes from \(\partial E^m/\partial x\). Collecting the new values on the left gives

\[
g_{\rm lag}=\frac{1-\Delta t/\tau}{1+DK\Delta t}.
\]

The denominator tames diffusion but leaves the numerator unchanged. When \(\Delta t>\tau\), stability requires \(\Delta t/\tau-1<1+DK\Delta t\), or

\[
\Delta t\left(\frac1\tau-DK\right)<2.
\]

If \(KL_D^2\ge1\), the left side is not positive and the condition holds for any step. Long waves have \(KL_D^2\ll1\), and for them the limit is again close to \(2\tau\). In the bar, the longest disturbance had gain \(-0.958\) at \(\Delta t=1.96\tau\) and \(-1.037\) at \(2.04\tau\).

At 1 ps this disturbance has \(DK\Delta t=0.0255\), so

\[
g_{\rm lag}=\frac{-19.11}{1.0255}=-18.6.
\]

Starting from a relative deviation of \(10^{-6}\), the nonlinear run reached \(1.9\times10^{-5}\), \(3.5\times10^{-4}\), \(6.5\times10^{-3}\) and 0.135 after successive steps. Four steps thus turned a disturbance of one part in a million into an error of more than a tenth of the electron density. The linear law predicts 0.12 for the fourth value; the difference comes from the product \(\mu\delta E\) dropped in part (a), which is no longer small.

If the field is also taken at the new time, the drift term becomes \(-\delta^{m+1}/\tau\), and

\[
g_{\rm coupled}=\frac{1}{1+\Delta t/\tau+DK\Delta t}
=\frac1{1+20.11+0.03}=0.047.
\]

This lies between zero and one for every positive step, so small disturbances decay without changing sign. The nonlinear coupled step gave 0.0473. A 1 ps step is then stable, and suits processes that change little within 1 ps and keep the bar nearly neutral. It does not resolve the relaxation itself: the factor 0.047 is far larger than \(e^{-20.1}\).

## Part (f)

**Question.** Take an effective mass \(m\) of 0.20 free-electron masses. Decide whether a charge disturbance would really decay exponentially with the time found in part (b), and whether electron inertia rescues the explicit step.

**Model answer.** Drift-diffusion assumes that the electron velocity follows the field at once. In fact it adjusts over the momentum relaxation time. From \(\mu=q\tau_m/m\),

\[
\tau_m=\frac{m\mu}{q}=114\ \mathrm{fs},
\]

which is longer than \(\tau\). The assumption therefore fails on this time scale. It also fails on short length scales: the mean free path \(\tau_m\sqrt{3k_BT/m}\) is about 30 nm, longer than \(L_D\) and than the mesh spacing of part (d).

For a long-wave disturbance, let \(v\) be the electron velocity along \(x\). Newton's law with a constant collision time is

\[
\dot v=-\frac{qE}{m}-\frac{v}{\tau_m}.
\]

No external current flows, so displacement current and conduction current \(-qNv\) add to zero: \(\varepsilon\dot E=qNv\). Differentiate this, insert \(\dot v\), and replace \(qNv\) by \(\varepsilon\dot E\):

\[
\varepsilon\ddot E=-\frac{q^2N}{m}E-\frac{\varepsilon\dot E}{\tau_m}.
\]

Since \(q^2N/(m\varepsilon)=(qN\mu/\varepsilon)(q/m\mu)=1/(\tau\tau_m)\),

\[
\ddot E+\frac{\dot E}{\tau_m}+\frac{E}{\tau\tau_m}=0.
\]

Trying \(E\propto e^{st}\) gives

\[
s=-\frac1{2\tau_m}\pm\sqrt{\frac1{4\tau_m^2}-\frac1{\tau\tau_m}}.
\]

For \(\tau_m\ll\tau\) the slower root tends to \(-1/\tau\), the drift-diffusion result. For \(\tau_m>\tau/4\), as here, the roots are complex. The charge then performs a damped plasma oscillation, with period 501 fs and an envelope that falls as \(e^{-t/2\tau_m}\), where \(2\tau_m=227\) fs. The time \(\tau\) from part (b) is the correct long-wave relaxation time of the drift-diffusion equations and sets their explicit step limit for long waves, but this fuller model does not decay exponentially with it.

If forward Euler is applied to both \(v\) and \(E\), the gain is \(1+s\Delta t\). The complex roots have sum \(-1/\tau_m\) and product \(1/(\tau\tau_m)\), so

\[
|g|^2=(1+s\Delta t)(1+s^*\Delta t)
=1-\frac{\Delta t}{\tau_m}+\frac{\Delta t^2}{\tau\tau_m}.
\]

Stability requires the last term to be smaller than the middle one, which gives \(\Delta t<\tau\). In this oscillating regime the limit is half that of part (c). At 1 ps, \(|g|^2=1-8.8+176.8=169\), so \(|g|=13\). Inertia does not rescue the step.

## Part (g)

**Question.** The data resemble lightly doped gallium nitride. How do some features of a real device affect the verdict?

**Model answer.** The permittivity and mass are rough typical values for gallium nitride; the mobility is an assumed value, and real samples differ. Halving the mobility would double \(\tau\) to about 0.1 ps, still far below 1 ps. Real devices are also not uniform. A contact layer with roughly \(10^{19}\ \mathrm{cm^{-3}}\) and \(150\ \mathrm{cm^2/Vs}\) has \(\tau=3.3\) fs at the same permittivity, fifteen times shorter than in the bar. If one explicit step serves the whole device on the 10 nm mesh of part (d), this layer restricts it more than the bar does.

Heating acts the other way. If the mobility varies roughly as \(T^{-1.5}\), a channel at 425 K has \(\tau=84\) fs at fixed density.

A strong field also lengthens \(\tau\). For a disturbance that varies along the field, as in the bar, the response to a small change of field is governed by the slope \(dv/dE\), where \(v\) is now the drift speed. Take the simple saturation law \(v=\mu E/(1+\mu E/v_s)\), with a rough \(v_s=2.5\times10^7\) cm/s. The quotient rule gives

\[
\frac{dv}{dE}=\frac{\mu}{(1+\mu E/v_s)^2}.
\]

At 50 kV/cm, \(\mu E/v_s=2\), so the slope is \(\mu/9=111\ \mathrm{cm^2/Vs}\) and \(\tau=448\) fs. Drift also carries the disturbance along. In a fully explicit step this adds an imaginary part of size about \(kv\Delta t\) to \(g\), and an upwind-type flux adds a further negative real part; neither can bring a gain below \(-1\) back to \(|g|<1\). Thus \(2\tau=895\) fs is an upper bound on the fully explicit step, and 1 ps exceeds it even here. At higher fields this bound rises above 1 ps, but on the 10 nm mesh of part (d) the explicit step stays unstable, since diffusion alone, with the low-field \(D\), requires \(\Delta t<h^2/(2D)=19\) fs. The lagged scheme of part (e) behaves differently: drift then enters the denominator, as \(1+DK\Delta t+ikv\Delta t\), and lowers \(|g|\), so a 1 ps step can be stable within a region of strong field. Low-field regions of similar density in the same device forbid the step for both schemes if they are long compared with the Debye length. Where the velocity falls with increasing field, \(dv/dE\) is negative, a long-wave disturbance grows physically, and \(\tau\) is no longer a decay time.

Two other corrections are small in the bar. Degeneracy raises \(D\) by 1.6% and leaves \(\tau\) unchanged at given mobility. A single-phonon estimate of the lattice response, with rough transverse optical phonon energy 66 meV and high-frequency permittivity 5.3, raises the permittivity at the plasma frequency from 9 to 9.07. Neither correction is small in the contact layer: there the electrons are degenerate, which raises \(D\) about 2.4 times, and the plasmon energy of about 88 meV exceeds the phonon energy, so its 3.3 fs sets a step limit of the drift-diffusion equations but is not a physical decay time. Breakdown and tunnelling do not enter for a neutral bar without applied field, though they may matter in a biased device.

The verdict for the stated bar stands: 1 ps is too long for explicit or lagged-field coupling, and is usable with a coupled implicit solution for density and field when the processes of interest change little within 1 ps and keep the bar nearly neutral. The remaining values are in the numerical output.

## Table of computed values

```
electron density: 1.0e+17 cm^-3
mobility: 1000 cm2/Vs
relative permittivity: 9.0
elementary charge: 1.6022e-19 C
permittivity: 7.9688e-13 F/cm
conductivity: 16.022 S/cm
dielectric relaxation time tau: 49.74 fs
explicit step assessed: 1000 fs
step / tau: 20.11
ideal long-wave Euler gain, 1 - step/tau: -19.11
long-wave stability limit 2 tau: 99.5 fs
steps for 1 ns at 2 tau: 10053
steps for 1 ns at tau/10: 201057
steps for 1 ns at 1 ps: 1000
temperature: 300 K
diffusion constant: 25.85 cm2/s
Debye length: 11.34 nm
bar length: 1000 nm; mesh spacing: 10 nm
slowest decay time from Jacobian: 49.67 fs
fully explicit limit on this mesh: 16.19 fs
100-step growth at 0.95 of mesh limit: 2.97e-06
100-step growth at 1.05 of mesh limit: 1.60e+03
bar, explicit gain at 1 ps, longest mode: -19.131
bar, frozen-field implicit gain at 1 ps: -18.630
bar, coupled implicit gain at 1 ps: 0.0473
frozen-field gain at 1.96 tau: -0.9576
frozen-field gain at 2.04 tau: -1.0373
frozen-field relative deviation, start: 1e-6 (chosen)
  after step 1: 1.863e-05
  after step 2: 3.472e-04
  after step 3: 6.505e-03
  after step 4: 1.352e-01
fraction left after tau, Euler with tau/10: 0.3482
fraction left after tau, exact in time: 0.3674
relative error of Euler with tau/10: -5.2 %
effective mass (rough): 0.20 electron masses
momentum relaxation time: 113.7 fs
plasma angular frequency: 1.330e+13 rad/s
damped oscillation period: 501 fs
oscillation envelope time 2 tau_m: 227 fs
Euler gain magnitude with inertia, 1 ps: 13.00
density / effective density of states: 0.0446
degeneracy factor on D: 1.0157
plasmon energy: 8.75 meV
rough phonon energy: 66 meV; rough high-frequency permittivity: 5.3
relative permittivity at plasma frequency: 9.066
hot channel: 425 K, mobility power -1.5
tau in hot channel: 83.9 fs
bias field: 50 kV/cm; rough saturation velocity: 2.5e+07 cm/s
differential mobility at bias: 111.1 cm2/Vs
tau at bias: 448 fs; 2 tau: 895 fs
contact layer: 1e+19 cm^-3, 150 cm2/Vs
tau in contact layer: 3.32 fs
```
